# Least-squares vibrational scaling factors for fundamentals and zero-point energies, part 2

An inexpensive electronic-structure method gives harmonic wavenumbers, all to be multiplied by one factor $\lambda$. Least-squares fits to reference fundamentals and to reference zero-point energies give different factors. In the formulas $\hbar=1$; numbers are wavenumbers in cm$^{-1}$ unless stated otherwise.

For mode $i$, $\omega_i$ is the computed harmonic wavenumber (`w` in the output), $\Omega_i$ the harmonic one of the reference potential and $\nu_i$ the reference fundamental. For molecule $m$, $z_m=\frac12\sum_{i\in m}\omega_i$, and $E_m$ is the reference zero-point energy, measured from the potential minimum. The factors are

$$\boxed{\lambda_F=\frac{\sum_i\omega_i\nu_i}{\sum_i\omega_i^2}}$$

$$\boxed{\lambda_Z=\frac{\sum_m z_mE_m}{\sum_m z_m^2}}$$

Completing the square shows that another factor adds $(\lambda-\lambda_Z)^2\sum_mz_m^2$ to the summed squared zero-point errors.

For one mode, to second order in anharmonicity, the levels are $G(n)=G_0+\Omega N+xN^2$ with $N=n+\frac12$, and

$$\nu=\Omega+2x,\qquad 2E=\Omega+\frac{x}{2}+2G_0 .$$

The constants follow from derivatives of the reference potential $V$ at its minimum, with reduced mass $\mu$ and $\ell=1/\sqrt{\mu\Omega}$:

$$x=-\frac{15\alpha^2}{4\Omega}+\frac{3\beta}{2},\qquad G_0=-\frac{7\alpha^2}{16\Omega}+\frac{3\beta}{8},$$

$$\alpha=\frac{V'''\ell^3}{6},\quad \beta=\frac{V''''\ell^4}{24}.$$

For diatomics, to the same order,

$$\boxed{\lambda_Z-\lambda_F=\frac{\sum_i\omega_i\left(-\frac32x_i+2G_{0,i}\right)}{\sum_i\omega_i^2}}$$

The ratio $R$ is the summed lowering of the fundamentals divided by the lowering of twice the zero-point energy, both from the harmonic reference values. With $G_0=0$ it is 4 for one mode. For many modes it lies between 2 and 4 if diagonal and coupling constants have the same sign and $G_0$ is neglected.

The output also lists three model checks. The first is a Morse potential $V=(\Omega/2s^2)(1-e^{-sq})^2$, with $q$ the displacement divided by $\ell$, $\Omega=1$ and $s=0.1$. The second has two Morse modes with $\Omega_1=1$, $\Omega_2=0.618$ and $s=0.06$, coupled by $-0.002\,q_1^2q_2^2$. The third, the grouping model, has no anharmonicity: $\nu_i=c_i\omega_i$ and $E_m=\frac12\sum_{i\in m}c_i\omega_i$. Molecule A has modes at 1000 and 3000 cm$^{-1}$ with $c=1.00$ and $0.90$, and molecule B one at 2000 cm$^{-1}$ with $c=0.95$.

Q: Which molecules, and where do your reference numbers come from?

A: I take H$_2$, HF, HCl and N$_2$, gases met in vapour deposition as reductant, by-products and carrier. The inexpensive method is restricted Hartree–Fock (RHF) in the cc-pVDZ basis. The reference is a potential curve from coupled-cluster theory with single, double and perturbative triple excitations, CCSD(T), in the same basis with core electrons frozen. For H$_2$, with two electrons, CCSD suffices. The vibrational equation without rotation is then solved numerically on each curve, so $\nu$ and $E$ do not rely on perturbation theory.

These references are not experiment. They leave out the rest of the basis, core correlation, higher excitations in the larger molecules, relativity and corrections to the Born–Oppenheimer separation. All values are in cm$^{-1}$:

| | $\omega$ | $\Omega$ | $\nu$ | $E$ |
|---|---|---|---|---|
| H$_2$ | 4584.1 | 4382.6 | 4144.6 | 2168.7 |
| HF | 4441.0 | 4150.4 | 3967.2 | 2055.9 |
| HCl | 3149.2 | 3018.2 | 2907.8 | 1496.4 |
| N$_2$ | 2758.3 | 2338.9 | 2309.9 | 1165.9 |

The RHF values come from the curvature of interpolated curves. For HCl an analytic second-derivative calculation gives the same 3149.2 cm$^{-1}$. The last digit of the reference levels is not fully converged: on a wider range of bond lengths the H$_2$ fundamental becomes 4144.5 cm$^{-1}$.

Q: Let me see the sums rather than two finished factors.

A: In units of $10^6$ cm$^{-2}$, and in the order of the table,

$$\sum\omega\nu=19.00+17.62+9.16+6.37=52.15,$$

$$\sum\omega^2=21.01+19.72+9.92+7.61=58.26,$$

so $\lambda_F=52.15/58.26=0.895$. For the zero-point energies,

$$\sum zE=4.971+4.565+2.356+1.608=13.500,$$

$$\sum z^2=5.253+4.931+2.479+1.902=14.565,$$

so $\lambda_Z=13.500/14.565=0.927$. The two factors differ by 0.032, although they correct the same method for the same molecules.

Q: That the factors differ does not show that your anharmonic formula accounts for the difference.

A: Then compare it molecule by molecule. The derivatives of the reference curves at their minima give $x=-118.9$, $-92.9$, $-55.3$ and $-14.5$ cm$^{-1}$, and $G_0=7.6$, $3.9$, $1.2$ and $0.1$ cm$^{-1}$, in the order of the table. From these,

$$-\tfrac32x+2G_0=193.5,\;147.2,\;85.2,\;21.9\ \text{cm}^{-1}.$$

The numerically solved levels give

$$2E-\nu=192.8,\;144.6,\;85.0,\;21.9\ \text{cm}^{-1}.$$

Weighted with $\omega$, the first list yields a gap of 0.0321 and the second 0.0318. The largest disagreement is for HF, 2.6 cm$^{-1}$ in about 145. Terms beyond second order are absent from the first list. Errors in the higher derivatives of an interpolated curve may also contribute, and I have not separated the two.

Since $2E-\nu$ is positive for all four molecules, any subset, and any positive weights common to both objectives, would also give $\lambda_Z>\lambda_F$.

Q: How much of each factor repairs Hartree–Fock, and how much stands in for anharmonicity?

A: Fit the reference harmonic wavenumbers as a third objective:

$$\lambda_H=\frac{\sum_i\omega_i\Omega_i}{\sum_i\omega_i^2}=0.935 .$$

On this weighted average the RHF harmonic values must be lowered by 6.5 per cent to match the reference potentials. Going on to the fundamentals lowers the factor by another 0.040, but going on to the zero-point energies lowers it by 0.008. The factor $\lambda_F$ therefore carries a correction for anharmonicity that is too large for the zero-point energy.

Q: The quotient of 0.040 and 0.008 is nearer five than four. Has the rule already failed?

A: The rule of four had the condition $G_0=0$. Here the weighted lowerings are

$$\lambda_H-\lambda_F\simeq\frac{\sum\omega(-2x)}{\sum\omega^2}=0.0402,$$

$$\lambda_H-\lambda_Z\simeq\frac{\sum\omega(-\frac12x-2G_0)}{\sum\omega^2}=0.0101-0.0019=0.0081,$$

where the last value was formed before rounding. The positive constants $G_0$ raise the zero-point energies a little and shrink the second lowering by about a fifth. Without them the quotient would be 4 to this order.

Q: A difference of 0.032 looks small. Does either fit describe the data well enough for it to matter?

A: Compare root-mean-square errors over the four molecules. For fundamentals the error is 94 cm$^{-1}$ with $\lambda_F$ and 153 cm$^{-1}$ with $\lambda_Z$. For zero-point energies it is 63 cm$^{-1}$ with $\lambda_Z$ and 88 cm$^{-1}$ with $\lambda_F$. The completed square reproduces the last number. The mean of $z^2$ is $14.565/4=3.641$ in units of $10^6$ cm$^{-2}$, so

$$\sqrt{63.2^2+3.641\times10^6\times0.0318^2}=88\ \text{cm}^{-1}.$$

The choice matters, but much error remains even with the right factor. One number cannot bring $\nu/\omega=0.923$ for HCl and $0.837$ for N$_2$ to the same place. For N$_2$ the error is mainly harmonic: $\Omega$ is 419 cm$^{-1}$ below $\omega$, whereas $\nu$ is 29 cm$^{-1}$ below $\Omega$.

Q: Four molecules are few. How firm are the factors themselves?

A: Leave out one molecule at a time and fit again. Then $\lambda_F$ runs from 0.889 to 0.904, and $\lambda_Z$ from 0.916 to 0.939. The upper end is reached in both cases when N$_2$ is omitted. These ranges show sensitivity to the training set; they are not confidence intervals. They do not overlap, but their widths, 0.015 and 0.023, leave the second decimal of either factor uncertain by a unit or two and give the third no general meaning.

Q: Now use them on a precursor. What happens to silane?

A: At its RHF/cc-pVDZ minimum, with an Si–H distance of 2.81 bohr, silane has harmonic wavenumbers of 999 (three times), 1039 (twice), 2311 (three times) and 2320 cm$^{-1}$. Half their sum is

$$z=\frac{2997+2078+6933+2320}{2}=7164\ \text{cm}^{-1},$$

or 85.7 kJ/mol. Scaling gives 76.7 kJ/mol with $\lambda_F$ and 79.4 kJ/mol with $\lambda_Z$. The gap, from unrounded factors, is 2.7 kJ/mol, or 28 meV per molecule.

Q: In a reaction energy surely most of that cancels.

A: It depends on the reaction. If one factor is used for all species, changing it by $\delta\lambda$ changes the reaction energy by $\delta\lambda\,\Delta z$, where $\Delta z$ is the unscaled zero-point energy of the products minus that of the reactants. Atomisation, SiH$_4\to$ Si + 4H, has no cancellation, because atoms do not vibrate. There the larger zero-point energy lowers the energy required by the full 2.7 kJ/mol.

At 900 K, a rough temperature for silane pyrolysis, this energy alone multiplies the equilibrium constant for atomisation by $e^{\delta E/k_BT}=1.44$, with the other parts of the partition functions held fixed. Reactions whose products keep most of the vibrational energy have a smaller $|\Delta z|$ and a smaller effect.

Q: At 900 K excited levels are populated as well. Should the thermal part use $\lambda_Z$ too?

A: The populations depend on level spacings, and the first spacing of a mode is its fundamental. So $\lambda_F$ is the more natural choice for the thermal part, although higher levels have further anharmonic shifts. In the harmonic formula the thermal energy is

$$U_{\rm th}=\sum_i\frac{\lambda\omega_i}{e^{\lambda\omega_i/k_BT}-1}.$$

For silane at 900 K it is 20.4 kJ/mol with $\lambda_F$ and 19.5 kJ/mol with $\lambda_Z$. It moves in the opposite direction to the zero-point energy because wider spacings are harder to excite. For one mode of quantum $u$ the sum of both parts is

$$\frac u2+\frac{u}{e^{u/k_BT}-1}=\frac u2\coth\frac{u}{2k_BT}\simeq k_BT+\frac{u^2}{12k_BT}\qquad(u\ll k_BT).$$

If both parts use the same factor, the total energy thus loses its dependence on it in the classical limit. With $\lambda_Z$ in the zero-point part and $\lambda_F$ in the thermal part, a difference $(\lambda_Z-\lambda_F)\omega_i/2$ remains for each mode. Silane at 900 K has not reached the classical limit: when one factor is changed in both parts, the change in the thermal part, 0.8 kJ/mol from unrounded values, offsets less than a third of the change in the zero-point part. This offset belongs to the energy, not to the free energy that fixes an equilibrium constant. The thermal free energy $k_BT\ln(1-e^{-u/k_BT})$ of a mode rises with $u$, and the total tends to $k_BT\ln(u/k_BT)$, which keeps its dependence on the factor in the classical limit. For silane at 900 K the thermal free energy adds 0.7 kJ/mol to the 2.7 kJ/mol, so changing one factor in both parts multiplies the constant for atomisation by 1.58 instead of 1.44.

Q: You trained on diatomics, where no modes couple, and then applied the result to nine coupled modes. Why should I accept 79.4 kJ/mol?

A: You should accept it as an illustration, not as a reliable value for silane. One part of the transfer error can be estimated. Suppose that silane shared the harmonic correction $\lambda_H$ and the lowering $\lambda_H-\lambda_F$ of the training set, but had its own ratio $R$. Its zero-point factor would be

$$\lambda(R)=\lambda_H-\frac{\lambda_H-\lambda_F}{R}.$$

This gives 0.915 for $R=2$ and 0.925 for $R=4$, or 78.4 and 79.3 kJ/mol. Coupling could therefore take about 1 kJ/mol off the result under these assumptions. The estimate neglects $G_0$ and treats the degenerate and nearly degenerate modes of silane as if they were ordinary, well-separated ones. The leave-one-out range of $\lambda_Z$ corresponds to 78.5 to 80.5 kJ/mol.

Q: Those estimates still assume that Si–H bonds resemble your training set. Do they?

A: Not closely, as a comparison with the real molecule shows. Measured Si–H stretching fundamentals lie roughly at 2200 cm$^{-1}$, whereas $0.895\times2311=2068$ cm$^{-1}$, about 6 per cent lower. The main suspect is the assumption that one factor fits all bonds; the small basis of the reference is not the cause, since measured fundamentals of the four diatomics as targets would move $\lambda_F$ by only about 0.001. A stretching factor near 0.95 would be needed. The four stretches supply $(6933+2320)/2\simeq4630$ cm$^{-1}$ of the unscaled zero-point energy, so raising their factor from 0.895 to 0.95 adds about 250 cm$^{-1}$, or 3 kJ/mol. This is as large as the gap between our two factors. If the scaled bends are left as they are, the value of 76.7 kJ/mol is then too low by roughly that amount even as half the sum of the fundamentals, and the true zero-point energy is higher still if the anharmonic constants are negative and $G_0$ is small. The value of 79.4 kJ/mol is low as well: the measured fundamentals, about 913 (three times), 971 (twice), 2189 (three times) and 2187 cm$^{-1}$, have a half-sum near 80.4 kJ/mol. In the harmonic formula they give a thermal energy of about 19.4 kJ/mol at 900 K, so the 20.4 kJ/mol obtained with this $\lambda_F$ suffers from the same poor transfer. The temperature of 900 K is typical of silane deposition, but real pyrolysis does not proceed by complete atomisation, so the factor 1.44 is not a prediction for a reactor.

Q: Would a larger basis in the reference remove the trouble?

A: Probably not by itself. It addresses mainly a different error, the incompleteness of the reference basis. For H$_2$, replacing cc-pVDZ by cc-pVTZ in the reference raises the fundamental by 21 cm$^{-1}$ and the zero-point energy by 13 cm$^{-1}$, about 0.5 and 0.6 per cent of their values. That moves the targets for this molecule; it does not bound the shift for HF, HCl or N$_2$, and it does not put Si–H bonds into the training set.

For silane and related precursors, the training set should contain Si–H bonds and polyatomic molecules, with anharmonic references for both targets. The zero-point factor should then be fitted to zero-point energies, and the factor for spectra or level spacings to fundamentals, each with the same method and basis as in its later use. The numerical output below gives the values behind this example.

## Computed results

```
Isotope masses (u): H 1.00783, N 14.00307, F 18.99840, Si 27.97693, Cl 34.96885
Low level RHF/cc-pVDZ; reference CCSD(T)/cc-pVDZ (H2: CCSD)
H2: RHF harmonic 4584.1, ref harmonic 4382.6 cm^-1
  ref fundamental 4144.6, ref ZPE 2168.7 cm^-1
  x -118.88, G0 7.60 cm^-1
  nu/w 0.9041, 2 ZPE/w 0.9462 (no unit)
HF: RHF harmonic 4441.0, ref harmonic 4150.4 cm^-1
  ref fundamental 3967.2, ref ZPE 2055.9 cm^-1
  x -92.92, G0 3.90 cm^-1
  nu/w 0.8933, 2 ZPE/w 0.9259 (no unit)
HCl: RHF harmonic 3149.2, ref harmonic 3018.2 cm^-1
  ref fundamental 2907.8, ref ZPE 1496.4 cm^-1
  x -55.26, G0 1.17 cm^-1
  nu/w 0.9233, 2 ZPE/w 0.9503 (no unit)
N2: RHF harmonic 2758.3, ref harmonic 2338.9 cm^-1
  ref fundamental 2309.9, ref ZPE 1165.9 cm^-1
  x -14.51, G0 0.06 cm^-1
  nu/w 0.8374, 2 ZPE/w 0.8454 (no unit)
Sum w^2: 58261362 cm^-2; sum w nu: 52145699 cm^-2
Sum z^2: 14565340 cm^-2; sum z E: 13499902 cm^-2
Fundamental factor: 0.8950 (no unit)
Zero-point factor: 0.9269 (no unit)
Harmonic-only factor: 0.9351 (no unit)
Factor gap: direct 0.0318, anharmonic formula 0.0321
RMS fundamentals: own 93.5, other 153.3 cm^-1
RMS ZPE: own 63.2, other factor 87.6 cm^-1
Leave-one-out fundamental: 0.8892 to 0.9037
Leave-one-out zero-point: 0.9159 to 0.9391
Morse lowering ratio: 4.000 (no unit)
Two-mode lowering ratio: direct 3.192, formula 3.167
Grouping model A: 1000, 3000; B: 2000 cm^-1; c = [1.   0.9  0.95]
Grouping factors: fund 0.9214, ZPE 0.9300
Largest checked interpolation error: 0.114 cm^-1
HCl RHF harmonic, analytic Hessian: 3149.2 cm^-1
Silane Si-H distance: 2.8085 bohr
Silane RHF modes (cm^-1): 999 999 999 1039 1039 2311 2311 2311 2320
Silane unscaled ZPE: 85.71 kJ/mol
Silane ZPE, fundamental factor: 76.71 kJ/mol
Silane ZPE, zero-point factor: 79.44 kJ/mol
Silane ZPE gap: 2.73 kJ/mol = 28.3 meV
Boltzmann factor exp(gap/kT) at 900 K: 1.440
Silane thermal vibration at 900 K, fundamental factor: 20.36 kJ/mol
  same with zero-point factor: 19.52 kJ/mol
Transfer estimate, ratio 2: factor 0.9150, silane ZPE 78.43 kJ/mol
Transfer estimate, ratio 4: factor 0.9251, silane ZPE 79.28 kJ/mol
H2 CCSD/cc-pVTZ: fundamental 4165.8, ZPE 2182.1 cm^-1
H2 basis shift: fundamental 21.2, ZPE 13.4 cm^-1
```
